Four-State Energy Differences for One Exchange Constant

In a model antiferromagnet of 216 sites, reversing one spin and halving the energy change gives 97.4 meV. The coupling between that spin and the chosen neighbour is 16.2 meV. The ratio is 6.01, although both numbers come from the same converged energies. The larger number contains the interaction of the reversed spin with its whole surroundings. Two further energies remove that interaction, whatever the surroundings are, provided the energy is built from pair terms.

**1. Energy and conventions**

Let spin i be a classical vector S_i = S e_i with |e_i| = 1. The energy is

E = E0 + Σ_{i<j} S_i·J_ij·S_j + Σ_i S_i·A_i·S_i + Σ_i B_i·S_i.

Each pair is counted once. J_ij is a real 3×3 matrix, A_i describes on-site anisotropy, and B_i is an applied field expressed as an energy per unit spin. For isotropic exchange J_ij is a number times the unit matrix, and a positive number favours antiparallel spins. If a code sums over both orders of each pair, its constant is half of the one used here; if it writes the energy with a leading minus sign, its constant has the opposite sign.

Choose spins 1 and 2 and two fixed unit vectors a and b. Set

S_1 = σSa, S_2 = σ'Sb, with σ, σ' = ±1.

Every other spin, called the background, keeps the same direction in all four states. The background may be ordered, random or non-collinear. Write E(++) for σ = σ' = +1, and so on. The claim is

a·J_12·b = [E(++) + E(−−) − E(+−) − E(−+)]/(4S²).

For isotropic exchange and a = b, the left side is the exchange constant J_12.

**2. Cancellation of the background**

Sort the terms by the chosen spins they contain.

Terms with neither spin do not change. The on-site term of spin 1 is σ²S² a·A_1·a = S² a·A_1·a, because σ² = 1, and that of spin 2 is constant for the same reason. Call the sum of all these C.

Terms with spin 1 but not spin 2 are its pair interactions with the background and its field energy. Each contains S_1 once, so their sum is σh1 with

h1 = S Σ_{k>2} a·J_1k·S_k + S B_1·a.

In the same way the terms with spin 2 but not spin 1 add up to σ'h2, where

h2 = S Σ_{k>2} b·J_2k·S_k + S B_2·b.

Here J_2k denotes the matrix with spin 2 on its left. One term contains both chosen spins:

S_1·J_12·S_2 = σσ'K, K = S² a·J_12·b.

Therefore

E(σ,σ') = C + σh1 + σ'h2 + σσ'K.

The four energies are

E(++) = C + h1 + h2 + K
E(−−) = C − h1 − h2 + K
E(+−) = C + h1 − h2 − K
E(−+) = C − h1 + h2 − K.

Add the first two and subtract the last two. The coefficients become

C: 1 + 1 − 1 − 1 = 0
h1: 1 − 1 − 1 + 1 = 0
h2: 1 − 1 + 1 − 1 = 0
K: 1 + 1 + 1 + 1 = 4.

The sum is 4K = 4S² a·J_12·b, which proves the claim. The cancellation holds separately for each background spin k, since its interaction with spin 1 carries the factor σ and its interaction with spin 2 carries σ'. It does not require the background fields to be small or the distant couplings to be known. If the chosen spins have different lengths S_1 and S_2, the divisor is 4S_1S_2.

The same four equations give the other coefficients:

h1 = [E(++) − E(−−) + E(+−) − E(−+)]/4
h2 = [E(++) − E(−−) − E(+−) + E(−+)]/4.

Two energies are not enough in general, because

[E(++) − E(+−)]/2 = K + h2.

This equals K when h2 = 0, for instance when the background neighbours of spin 2 compensate one another. In an ordered magnet h2 is usually a sum of several couplings.

Taking a and b along x, y and z in turn gives the whole matrix J_12. Its isotropic part is one third of its trace. Its antisymmetric part is the Dzyaloshinskii–Moriya interaction D·(S_1×S_2), with D_z = (J_12^xy − J_12^yx)/2 and cyclic permutations. A numerical test used seven spins with S = 3/2, random coupling matrices, on-site anisotropies and fields, and a non-collinear background. The recovered matrix differed from the one put in by at most 1.2×10⁻¹⁵, for elements of order one.

**3. What does not cancel**

The proof sorts terms by their parity in σ and σ'. Whatever is odd in both survives, including interactions of more than two spins. Take

Q (S_1·S_2)(S_3·S_4)

with spins 3 and 4 in the background. For a = b it equals σσ'S² Q S_3·S_4, so the formula returns

J_12 + Q S_3·S_4.

In the seven-spin test, Q = 0.2 shifted the diagonal elements by 0.3032, in agreement with Q S_3·S_4 for the chosen background. The result is then an effective coupling for that background. A biquadratic term (S_1·S_2)², in contrast, contains σ²σ'² = 1 and cancels.

Periodic supercells bring a second limit. Reversing spin 1 reverses all its images, and likewise for spin 2. Let d be the vector from spin 1 to spin 2 and R the supercell translations. Interactions between spin 1 and its own images contain σ² and are constant. The interactions of one spin 1 with all images of spin 2 contain σσ', and each occurs once per cell. The energy per cell therefore gives

J_12 → Σ_R J(d + R).

As a test, a four-site cell was repeated five times around a ring with J(d) = 1/d³, where d is the shorter distance around the ring. Neighbours in the cell also meet at distances 3, 5, 7 and 9, so the expected value is

1 + 1/27 + 1/125 + 1/343 + 1/729 = 1.0493.

The explicit energies give the same number, 4.9% above the nearest-neighbour coupling. If the coupling decays fast enough with distance, this error tends to zero as the cell grows. It need not shrink at every step: when the coupling changes sign with distance, a somewhat larger cell can give a larger error.

**4. An electronic model**

The pair model of section 1 obeys the formula by its form. Electrons need not. Consider a simple cubic lattice with one orbital and one electron per site, hopping amplitude −t between neighbours, and a local spin splitting Δ. The direction of the splitting at site i is s_i = ±1. An electron with spin along s_i has energy −Δ/2 there, and one with opposite spin has +Δ/2. The splitting is held fixed. From here on J refers to unit vectors, so S is set to 1 in the formula.

Let D = Δ/2, let M be the diagonal matrix of the s_i, and let T be the hopping matrix, with T_ij = −t for neighbours. The two spin species have

H_up = −DM + T, H_down = DM + T.

The energy is the sum of the N lowest levels for N sites. Every eigenvalue of T lies between −6t and 6t, because each site has six neighbours. If 6t < D, adding T cannot carry any level across zero. H_up then has as many negative levels as there are sites with s_i = +1, and H_down as many as there are sites with s_i = −1. Together these are N levels, so the occupied levels are the negative ones.

For any such matrix the sum of the negative levels is (Tr H − Tr|H|)/2. The traces of H_up and H_down cancel, since T has no diagonal elements. Hence

E = −½ (Tr|H_up| + Tr|H_down|).

Since M² = 1,

H² = D² + X, X = T² ∓ DA, A = MT + TM,

with the upper sign for spin up. The elements of A are A_ij = (s_i + s_j)T_ij. For small t,

|H| = √(D² + X) = D + X/(2D) − X²/(8D³) + X³/(16D⁵) − 5X⁴/(128D⁷) + …

A contribution with an odd number of hops contains an odd number of factors A. It has opposite signs for the two species and drops out of E. Even contributions are equal for both, which removes the factor ½. The series in X serves only to read off the powers of t. As it stands it needs the norm of X to be below D², which fails for a ferromagnetic background at the t of section 6. Regrouped in powers of t, the expansion converges whenever 6t < D.

At second order,

E₂ = −[Tr T²/(2D) − Tr A²/(8D)].

Each bond adds 2t² to Tr T², since both ij and ji occur, and 2(s_i + s_j)²t² = 4(1 + s_i s_j)t² to Tr A². Per bond,

E₂ = −t²/D + (1 + s_i s_j)t²/(2D) = −(t²/Δ)(1 − s_i s_j).

The coefficient of s_i s_j is J = t²/Δ. Parallel neighbours gain nothing, because the Pauli principle blocks the hop. Antiparallel neighbours gain 2t²/Δ, one share from each electron.

**5. The first dependence on the background**

At fourth order, collecting four factors of T gives

E₄ = (1/D³)[Tr T⁴/8 − 3 Tr(T²A²)/16 + 5 Tr A⁴/128].

The factor 3 counts the positions of T² among the three factors of X³; the trace makes them equal. Each trace is a sum over closed walks of four steps, with hopping product t⁴. The sum includes all four starting points of a walk, so the middle term may be averaged over them. It contains (s_i + s_j)(s_j + s_k), which is 4 if three successive signs agree and 0 otherwise. The last term contains a product of four sums, which is 16 if all signs agree and 0 otherwise. In units of t⁴/D³, the weight w of a walk depends on the four signs met, with repeated visits counted:

four alike: w = 1/8 − (3/16)·4 + (5/128)·16 = 0
three alike: w = 1/8 − 3/16 = −1/16
two of each: w = 1/8.

In the second line one of the four starting points gives 4, so the average is 1. The contribution of a walk to J is

κ = [w(++) + w(−−) − w(+−) − w(−+)]/4.

Only walks that visit both chosen neighbours matter. There are three kinds.

(i) Back and forth on the bond 1–2. There are 2 walks, with κ = (0 + 0 − 1/8 − 1/8)/4 = −1/16. They add −1/8.

(ii) One chosen site is the centre, visited twice; the other chosen site and a further neighbour are the ends. Each of the two centres has five further neighbours, and each choice has 4 starting points, which makes 40 walks. With centre 1 and a further sign +, the signs met are σ, σ', σ, +, and

κ = (0 − 1/16 + 1/16 − 1/8)/4 = −1/32.

Reversing all signs shows that a further sign − gives the same value, and centre 2 is equivalent. These walks add −40/32 = −5/4.

(iii) Around one of the four squares that share the bond. Each square has 8 walks, from four starts and two directions. Let q be the product of its two background signs. Then

q = +1: κ = (1/8 + 1/16 + 1/16)/4 = 1/16
q = −1: κ = (−1/16 − 1/16 − 1/8 − 1/8)/4 = −3/32.

Both values are given by κ = (−1 + 5q)/64. With P the sum of q over the four squares, these walks add 8(−4 + 5P)/64 = −1/2 + 5P/8.

The total is −1/8 − 5/4 − 1/2 + 5P/8 = (−15 + 5P)/8. Since t⁴/D³ = 8t⁴/Δ³,

J = t²/Δ + (−15 + 5P)t⁴/Δ³ + higher orders.

For the collinear spins considered here, the term with P acts like the four-spin interaction of section 3. Non-collinear backgrounds, in which other four-spin products can also matter, are not treated. A Néel background has P = −4 and coefficient −35; a ferromagnetic one has P = +4 and coefficient +5.

Diagonalization at t = 0.03 eV and Δ = 5.0 eV tests this result. The coefficient extracted from the four energies is −34.906 for the Néel background and 5.001 for the ferromagnetic one. Three random backgrounds, with predictions −15, −35 and −25, give −14.992, −34.987 and −24.975.

**6. Worked example**

Take t = 0.30 eV and Δ = 5.0 eV on a periodic block of 6×6×6 sites. The condition of section 4 holds, since 6t = 1.8 eV is below Δ/2 = 2.5 eV. The background is the Néel order, in which spin 1 would point up and spin 2 down. Relative to their mean, −562.045 eV, the energies are

E(++): 16.202 meV
E(−−): 16.202 meV
E(+−): −178.544 meV
E(−+): 146.139 meV.

The formula gives

J = (16.202 + 16.202 + 178.544 − 146.139)/4 meV = 16.20 meV,

or 188 K after division by k_B.

The lowest state is the undisturbed Néel order. The fields are h1 = −81.17 meV and h2 = +81.17 meV. At leading order they are −5t²/Δ and +5t²/Δ, or ∓90 meV, because each chosen spin has five other neighbours, all on the opposite sublattice. The two-state value is

K + h2 = 16.20 + 81.17 = 97.37 meV.

At leading order it is (1 + 5)t²/Δ, which explains the factor of about six in the opening comparison. Higher orders lower J and h2 by similar fractions here, about 10% of their leading values, so the ratio stays close to six.

The equality of E(++) and E(−−) follows from symmetry. Inversion through the middle of the bond exchanges the chosen spins and reverses the Néel background. Reversing all spins restores the background and leaves the energy unchanged. Thus E(σ,σ') = E(−σ',−σ), which requires h1 = −h2. For this background three energies would suffice. Other symmetries can do the same: in a ferromagnetic background inversion alone gives E(+−) = E(−+). A background with no symmetry relating two of the states needs all four.

**7. How good is the pair model?**

The second-order value is t²/Δ = 18.00 meV. With t⁴/Δ³ = 0.0648 meV, the fourth-order result in the Néel background is

18.00 − 35 × 0.0648 = 15.73 meV.

The remaining 0.47 meV up to the diagonalized value comes from higher orders. In a ferromagnetic background the fourth-order result is 18.32 meV and diagonalization gives 18.33 meV. With t, Δ and the block held fixed, changing the background from Néel to ferromagnetic raises J by 13% of its Néel value. This is a property of the electrons, not an arithmetic error of the formula.

Random backgrounds represent the limit of complete collinear disorder, in which neighbouring spins are uncorrelated. Twenty of them give a mean of 16.95 meV, 4.6% above the Néel value, with a standard deviation of 0.66 meV. The fourth-order formula gives a spread of about this size: P is then a sum of four independent signs with standard deviation 2, which gives 5 × 2 × 0.0648 = 0.65 meV. Twenty samples fix this standard deviation only to roughly 15%, so the closeness of the two numbers is partly chance. At 300 K, k_BT is 25.9 meV, 1.6 times J. This comparison alone does not imply disorder, because each spin is held by six bonds. Reversing one spin in the Néel state costs 2 × 97.4 meV, or 7.5 k_BT, so collinear spins remain almost perfectly ordered at 300 K and the Néel value of J applies. Classical unit vectors that are free to rotate disorder much more easily, but their backgrounds are non-collinear and lie outside the result of section 5.

Block size matters less. A 4×4×4 block gives 15.97 meV, 1.4% below the larger block. In the small block a straight walk of four steps closes on itself around the cell. Its 8 walks through the bond have q = −1 and add 8 × (−3/32) × 8 = −6 units of t⁴/Δ³, or −0.39 meV. The observed change is −0.23 meV; higher orders supply the difference. In the 6×6×6 block such walks begin only at sixth order. Their effect on J was not calculated, so the third figure of 16.2 meV has not been shown to hold for the infinite lattice.

The moment of spin 1 is 0.962 μ_B in the Néel state and 0.999 μ_B in the state (−−), where all its neighbours are parallel to it. Virtual hops to antiparallel neighbours reduce it. With Δ fixed, this response is already contained in the energies. In a self-consistent calculation the splitting follows the moment. With unequal half-splittings D_1 and D_2 on the two sites, the second-order coupling is t²/(D_1 + D_2). If the splitting followed the moment in proportion, a rise of about 4% on spin 1 alone would lower this by about 2%; this is an estimate of scale, not a calculated correction.

Thermal carriers are negligible in this model. The smallest gap among the four states in the Néel background is 3.67 eV, and exp[−gap/(2k_BT)] at 300 K is about 10⁻³¹. In any collinear background the gap is at least Δ − 12t = 1.4 eV, reached for the ferromagnet, where the factor is about 10⁻¹².

**8. Relation to real antiferromagnets**

The parameters were chosen for the rough regime of insulating antiferromagnetic 3d oxides, with gaps of a few eV and strongest couplings between a few and a few tens of meV for unit vectors. The calculated J lies in that range. The moment near 1 μ_B is low compared with many of these oxides, where several d electrons contribute. Their exchange usually passes through oxygen, so t stands for an effective hopping and its value controls the result: at leading order a 10% larger t raises J by 21%, and Δ = 4 eV instead of 5 eV raises it from 18.0 to 22.5 meV. Metallic antiferromagnets have no gap, so the expansion used here does not apply to them, and the model gives no estimate of their couplings. The four-state formula can still be evaluated for them, but its dependence on the background must be examined afresh.

**9. Implementation**

Choose a supercell in which the images of spin 2 are far from spin 1, and repeat the calculation in a larger one. Fix the geometry, the basis, the k-point mesh and the background directions in all four states. Constrain the spins if they do not stay in the intended directions, and confirm that all four runs reached the same kind of electronic state. A run that converges to another orbital occupation adds an energy that has no reason to cancel.

Subtract the energies before rounding. If each is wrong by at most ε, the error of K is at most 4ε/4 = ε. Independent random errors of standard deviation δ give √4 δ/4 = δ/2. In the example, guaranteeing J to 1% requires ε ≤ 0.16 meV in a total energy of −562 eV. Errors common to all four states cancel.

Finally, repeat the calculation in a second background. Agreement supports a pair model for the states compared, though it cannot exclude multi-spin terms that take the same value in both. Disagreement measures how much the multi-spin part changes between the two backgrounds. Each value then describes complete reversals of the two spins in its own background. For a disordered collinear state, average over disordered backgrounds. Small rotations away from Néel order need a separate calculation with small angles: a term B(S_1·S_2)² cancels in the four-state formula, yet near antiparallel alignment it acts like an extra coupling −2BS².

Computed results

```
General model: spins 7, spin length 1.5
Largest error of recovered 3x3 tensor: 1.2e-15 (model unit)
Four-spin strength 0.2, shift 0.3032 (model unit)
Four-site cell, J(d)=1/d^3: apparent J/J(1) = 1.0493
Small-hopping test: t = 0.03 eV, delta = 5.0 eV
  t^4/delta^3 coefficient, Neel: -34.906, formula -35
  t^4/delta^3 coefficient, ferro: 5.001, formula 5
  t^4/delta^3 coefficient, random 1: -14.992, formula -15
  t^4/delta^3 coefficient, random 2: -34.987, formula -35
  t^4/delta^3 coefficient, random 3: -24.975, formula -25
  h1, h2 over t^2/delta: -4.994, 4.994
  two-state value over t^2/delta: 5.993
Example: t = 0.30 eV, delta = 5.0 eV, sites = 216
Mean of the four energies: -562.045161 eV
  E(+1,+1) minus mean: 16.202 meV
  E(-1,-1) minus mean: 16.202 meV
  E(+1,-1) minus mean: -178.544 meV
  E(-1,+1) minus mean: 146.139 meV
Background field h1: -81.171 meV
Background field h2: 81.171 meV
Four-state J, Neel background: 16.202 meV
The same J divided by k_B: 188.0 K
Two-state value: 97.373 meV
Two-state value over four-state J: 6.01
Second-order J = t^2/delta: 18.000 meV
Fourth-order J, Neel: 15.732 meV
Fourth-order J, ferro: 18.324 meV
Four-state J, ferro background: 18.328 meV
Random backgrounds: 20, mean J 16.953 meV
Standard deviation over them: 0.663 meV
Four-state J, Neel, 4x4x4 block: 15.968 meV
Moment of spin 1, Neel state: 0.9625 mu_B (g = 2)
Moment of spin 1, state (-,-): 0.9989 mu_B (g = 2)
Smallest gap in the four Neel-background states: 3.673 eV
k_B T at 300 K: 25.85 meV
Thermal carrier factor exp(-gap/2kT): 1.4e-31
```
